# Effective orbital angular momentum and spin-orbit splitting of t2g orbitals

## 1. Rotation about one axis

Take the three d functions $yz$, $zx$, $xy$ and the operator $L_z=-i(x\partial_y-y\partial_x)$, with $\hbar=1$. Differentiation gives

$$L_z(yz)=-i\,zx,\qquad L_z(zx)=+i\,yz,\qquad L_z(xy)=-i(x^2-y^2).$$

The last function lies outside the set of three. If only components inside the set are kept, $xy$ is sent to zero. For the p functions the same operator gives

$$L_z\,x=+i\,y,\qquad L_z\,y=-i\,x,\qquad L_z\,z=0.$$

Now pair $yz$ with $x$, $zx$ with $y$, and $xy$ with $z$. The two tables agree except for the sign of every entry. For instance, $x+iy$ has $L_z=+1$, whereas its partner $yz+i\,zx$ has

$$L_z(yz+i\,zx)=-i\,zx+i(i\,yz)=-(yz+i\,zx),$$

that is, $L_z=-1$. The three d functions behave like a p shell whose orbital angular momentum points the wrong way. The sections below extend this to all three components, add spin, and determine what the neglected functions do.

## 2. Model and conventions

One electron occupies the five d orbitals of an ion at a site of cubic (octahedral) symmetry. The cubic field puts the t2g orbitals $yz,zx,xy$ at energy 0 and the eg orbitals $x^2-y^2$, $3z^2-r^2$ at $\Delta>0$. All five share one normalized radial function, so covalent reduction of the orbital angular momentum is left out.

The spin-orbit operator is

$$H_{\rm so}=\zeta X,\qquad X=\mathbf L\cdot\mathbf S,\qquad \mathbf S=\tfrac12\boldsymbol\sigma .$$

In atomic units $\zeta$ is the radial expectation value of $(\alpha^2/2)\,r^{-1}dV/dr$, where $\alpha$ is the fine-structure constant and $V(r)$ the spherical potential energy of the electron. We take $\zeta>0$, as for an attractive potential that rises outward. Below, $\zeta$ is a given parameter.

Let $P$ project onto t2g and $Q=1-P$ onto eg. The t2g orbitals are labelled by the missing coordinate:

$$|x\rangle=|yz\rangle,\qquad |y\rangle=|zx\rangle,\qquad |z\rangle=|xy\rangle .$$

Indices $a,b,c,d,k$ run over $x,y,z$, and repeated indices are summed unless stated otherwise.

**Result.** Within t2g, $P\mathbf LP=-\mathbf l$, where $\mathbf l$ is the angular momentum matrix of p functions. To first order in $\zeta$, at $\zeta\ll\Delta$, the six t2g spin orbitals split into a $j_{\rm eff}=3/2$ quartet at $-\zeta/2$ and a $j_{\rm eff}=1/2$ doublet at $+\zeta$. Their gap is $3\zeta/2$.

## 3. The reversed sign

The functions $yz,zx,xy$ have equal norms, so the relations of Section 1 hold unchanged for normalized orbitals. They read $\langle yz|L_z|zx\rangle=i$ and $\langle zx|L_z|yz\rangle=-i$. The cyclic replacement $x\to y\to z\to x$ turns $yz\to zx\to xy\to yz$ and $L_z\to L_x\to L_y$, which supplies the other two components. Together,

$$\langle b|L_a|c\rangle=i\varepsilon_{abc}\qquad\text{(t2g)}.$$

For p functions, write $L_a=-i\varepsilon_{abd}\,r_b\partial_d$. Since $\partial_d r_c=\delta_{dc}$, we get $L_a r_c=-i\varepsilon_{abc}r_b$, and therefore

$$(l_a)_{bc}=-i\varepsilon_{abc}\qquad\text{(p)}.$$

Comparison gives $P L_aP=-l_a$.

The sign cannot be removed by choosing other orbital phases or combinations. Let $A_a=PL_aP$. The p shell is closed under rotations, so $[l_x,l_y]=i\,l_z$, and

$$[A_x,A_y]=[l_x,l_y]=i\,l_z=-i\,A_z .$$

A unitary change of basis preserves this relation, while an angular momentum needs $+i$ on the right. The projected matrices fail to inherit the commutator of $\mathbf L$ because $PL_aPL_bP$ omits the passage through eg that $PL_aL_bP$ contains. The operator that does obey the angular momentum algebra is $\mathbf l=-P\mathbf LP$, and the effective total angular momentum is

$$\mathbf J_{\rm eff}=\mathbf l+\mathbf S=-P\mathbf LP+\mathbf S .$$

We shall also need $\mathbf L$ inside eg. Direct differentiation gives $L_z(x^2-y^2)=4i\,xy$, which is a t2g function, and $L_z(2z^2-x^2-y^2)=0$. Thus $QL_zQ=0$. The cyclic replacement maps the eg space onto itself, so $QL_aQ=0$ for every $a$.

## 4. Spin-orbit levels within t2g

Treat $PXP$ as a $3\times3$ array of $2\times2$ spin matrices:

$$(PXP)_{bc}=\tfrac12\,i\varepsilon_{abc}\,\sigma_a .$$

The Pauli product rule is $\sigma_b\sigma_c=\delta_{bc}+i\varepsilon_{bca}\sigma_a$, and $\varepsilon_{bca}=\varepsilon_{abc}$ because the permutation is cyclic. Hence

$$(PXP)_{bc}=\tfrac12(\sigma_b\sigma_c-\delta_{bc})=\tfrac12(3\Pi-1)_{bc},\qquad \Pi_{bc}=\tfrac13\sigma_b\sigma_c .$$

The matrix $\Pi$ is Hermitian, since $(\sigma_b\sigma_c)^\dagger=\sigma_c\sigma_b$. It is also a projector, because $\sigma_c\sigma_c=3$ when summed:

$$(\Pi^2)_{bd}=\tfrac19\sigma_b(\sigma_c\sigma_c)\sigma_d=\tfrac13\sigma_b\sigma_d=\Pi_{bd}.$$

Its trace is $\tfrac13\sum_b{\rm tr}\,\sigma_b^2=\tfrac13\cdot3\cdot2=2$, which is its rank. So $PXP$ has eigenvalue $(3-1)/2=1$ twice and $(0-1)/2=-1/2$ four times.

To identify the levels, use $\mathbf l\cdot\mathbf S=-PXP$ and

$$\mathbf J_{\rm eff}^2=l(l+1)+s(s+1)+2\,\mathbf l\cdot\mathbf S=2+\tfrac34-2PXP .$$

For $PXP=1$ this is $3/4$, so $j_{\rm eff}=1/2$. For $PXP=-1/2$ it is $15/4$, so $j_{\rm eff}=3/2$. The energies are

$$E_{1/2}=\zeta,\qquad E_{3/2}=-\tfrac12\zeta,\qquad E_{1/2}-E_{3/2}=\tfrac32\zeta .$$

An ordinary p shell with the same positive $\zeta$ has the opposite order, $j=1/2$ at $-\zeta$ and $j=3/2$ at $\zeta/2$. A code that inserts $+\mathbf l$ for $\mathbf L$ therefore returns the right gap with the levels inverted.

### Matrices for implementation

The six states separate into two sets of three. In the order $(yz\uparrow,\,zx\uparrow,\,xy\downarrow)$ and $(yz\downarrow,\,zx\downarrow,\,xy\uparrow)$, the formula $\tfrac12(\sigma_b\sigma_c-\delta_{bc})$ gives

$$X_1=\frac12\begin{pmatrix}0&i&-1\\-i&0&i\\-1&-i&0\end{pmatrix},\qquad
X_2=\frac12\begin{pmatrix}0&-i&1\\i&0&i\\1&-i&0\end{pmatrix}.$$

Each has eigenvalues $1,-\tfrac12,-\tfrac12$. Reversing the sign of one orbital changes the signs of some entries but not the eigenvalues.

## 5. The doublet and its magnetic moment

The projector $\Pi$ leaves the following states unchanged, where $|\mu\rangle$ is a spin state:

$$|\tilde\mu\rangle=\frac1{\sqrt3}\sum_a|a\rangle\,\sigma_a|\mu\rangle .$$

Indeed, component $b$ of $\Pi|\tilde\mu\rangle$ is $\tfrac13\sigma_b(\sigma_c\sigma_c)|\mu\rangle/\sqrt3=\sigma_b|\mu\rangle/\sqrt3$. With $\sigma_x|\uparrow\rangle=|\downarrow\rangle$, $\sigma_y|\uparrow\rangle=i|\downarrow\rangle$ and $\sigma_y|\downarrow\rangle=-i|\uparrow\rangle$, the two states are

$$|\tilde\uparrow\rangle=\frac{|xy\uparrow\rangle+|yz\downarrow\rangle+i|zx\downarrow\rangle}{\sqrt3},\qquad
|\tilde\downarrow\rangle=\frac{-|xy\downarrow\rangle+|yz\uparrow\rangle-i|zx\uparrow\rangle}{\sqrt3}.$$

Each orbital has weight $1/3$, so the orbital populations are cubic although the state carries a moment.

Operators restricted to the doublet are $2\times2$ matrices acting on $|\mu\rangle$. For the orbital part,

$$L_k\to\tfrac13\,\sigma_b(i\varepsilon_{kbc})\sigma_c
=\tfrac13\,i\varepsilon_{kbc}\,(i\varepsilon_{bcd}\sigma_d)
=-\tfrac13(2\delta_{kd})\sigma_d=-\tfrac23\sigma_k .$$

Here $\delta_{bc}$ in the Pauli product drops out against the antisymmetric $\varepsilon_{kbc}$, and $\varepsilon_{kbc}\varepsilon_{bcd}=2\delta_{kd}$. For the spin part,

$$S_k\to\tfrac13\sum_a\sigma_a\tfrac12\sigma_k\sigma_a=-\tfrac16\sigma_k .$$

The term $a=k$ contributes $+\sigma_k$ to $\sum_a\sigma_a\sigma_k\sigma_a$ and each of the other two contributes $-\sigma_k$, for a total of $-\sigma_k$.

It follows that $\mathbf J_{\rm eff}\to(\tfrac23-\tfrac16)\boldsymbol\sigma=\tfrac12\boldsymbol\sigma$, as required for $j_{\rm eff}=1/2$. With spin g-factor 2, the magnetic moment operator is $-\mu_B(\mathbf L+2\mathbf S)$, and

$$\mathbf L+2\mathbf S\to-\left(\tfrac23+\tfrac13\right)\boldsymbol\sigma=-\boldsymbol\sigma=-2\mathbf J_{\rm eff}.$$

The moment along any axis has magnitude $1\,\mu_B$, the same as for a free spin $1/2$. Its composition differs: two thirds is orbital and one third is spin. The sign relative to $\mathbf J_{\rm eff}$ is also opposite to that of a free spin relative to $\mathbf S$.

## 6. Finite cubic splitting

The operator $X$ also connects t2g with eg. The strength follows from an identity for the full d shell. There $X=1$ for $j=5/2$ and $X=-3/2$ for $j=3/2$, so $(X-1)(X+\tfrac32)=0$, or

$$X^2=\tfrac32-\tfrac12X .$$

Insert $P+Q=1$ between the two factors of $PX^2P$:

$$PXQXP=PX^2P-(PXP)^2=\tfrac32P-\tfrac12PXP-(PXP)^2 .$$

On the doublet this equals $\tfrac32-\tfrac12-1=0$. On the quartet it equals $\tfrac32+\tfrac14-\tfrac14=\tfrac32$.

**Doublet.** For a doublet state $\psi$, the squared norm of $QX\psi$ is $\langle\psi|XQX|\psi\rangle=0$. Hence $X\psi=PX\psi=\psi$. The doublet is an exact eigenstate of this ten-state model, at energy $\zeta$ for any $\Delta$. Since $X=1$, it belongs to the atomic $j=5/2$ level. The name $j_{\rm eff}=1/2$ refers to $\mathbf J_{\rm eff}$, not to the true $\mathbf J=\mathbf L+\mathbf S$.

**Quartet.** Let $\phi_i$, $i=1,\dots,4$, be orthonormal quartet states and define $\chi_i=\sqrt{2/3}\,QX\phi_i$. Then

$$\langle\chi_i|\chi_j\rangle=\tfrac23\langle\phi_i|XQX|\phi_j\rangle=\delta_{ij},$$

so the $\chi_i$ form a basis of the four eg spin orbitals. Since $QXQ=0$, spin-orbit coupling adds nothing within eg. Each pair $(\phi_i,\chi_i)$ therefore has the Hamiltonian

$$H_i=\begin{pmatrix}-\zeta/2&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta\end{pmatrix}.$$

The sum of its eigenvalues is $\Delta-\zeta/2$, and the squared difference is $(\Delta+\zeta/2)^2+4\cdot\tfrac32\zeta^2$. Thus

$$E_\pm=\tfrac12\left(\Delta-\tfrac{\zeta}{2}\pm R\right),\qquad R=\sqrt{\left(\Delta+\tfrac{\zeta}{2}\right)^2+6\zeta^2}.$$

The eg weight of the lower state is $\partial E_-/\partial\Delta$, because $\Delta$ multiplies the eg projector and the derivative of an eigenvalue is the expectation value of the derivative of $H$:

$$w_{eg}=\frac12\left(1-\frac{\Delta+\zeta/2}{R}\right).$$

For $\zeta\ll\Delta$, $R=\Delta+\zeta/2+3\zeta^2/\Delta+O(\zeta^3/\Delta^2)$, and the gap becomes

$$\zeta-E_-=\tfrac32\zeta+\frac{3\zeta^2}{2\Delta}+O\!\left(\frac{\zeta^3}{\Delta^2}\right).$$

The gap widens because eg pushes the quartet down while the doublet stays in place. In the opposite limit $\Delta=0$, $R=5\zeta/2$ and $E_\pm=\zeta,-3\zeta/2$. The upper quartet then joins the doublet to make the sixfold $j=5/2$ level, and the lower quartet is the atomic $j=3/2$ level.

## 7. Tetragonal distortion

A distortion along $z$ is modelled by adding $\delta\,|xy\rangle\langle xy|$ within t2g, with eg again left out. Rotation symmetry about $z$ survives in the effective p shell, so $J_{{\rm eff},z}$ still labels the states. Let $|u\rangle=(|yz\rangle+i|zx\rangle)/\sqrt2$, which has $L_z=-1$ by Section 1 and hence $l_z=+1$.

The state $|u\uparrow\rangle$ has $J_{{\rm eff},z}=3/2$ and no partner to mix with. Its energy is $\zeta L_zS_z=-\zeta/2$. The states $|xy\uparrow\rangle$ and $|u\downarrow\rangle$ both have $J_{{\rm eff},z}=1/2$. Their diagonal energies are $\delta$ and $\zeta(-1)(-\tfrac12)=\zeta/2$. From the last row of $X_2$, the coupling is

$$\langle xy\uparrow|X|u\downarrow\rangle=\frac{1}{\sqrt2}\left(\frac12+i\,\frac{-i}{2}\right)=\frac1{\sqrt2}.$$

The eigenvalues of this $2\times2$ problem are

$$E'_\pm=\tfrac12\left(\delta+\tfrac{\zeta}{2}\pm T\right),\qquad T=\sqrt{\left(\delta-\tfrac{\zeta}{2}\right)^2+2\zeta^2}.$$

Time reversal supplies a degenerate partner for each state, so there are three doublets. The $xy$ weight of the upper one is

$$w_{xy}=\frac{\partial E'_+}{\partial\delta}=\frac12\left(1+\frac{\delta-\zeta/2}{T}\right).$$

At $\delta=0$, $T=3\zeta/2$ and the weight is $1/3$, as in Section 5. For $\delta\gg\zeta$ it tends to 1 and the upper doublet becomes an $xy$ orbital with free spin. For large negative $\delta$ it tends to 0. The equal-weight doublet thus requires $|\delta|\ll\zeta$.

## 8. Five electrons in t2g

In a low-spin d$^5$ ion, five electrons occupy t2g. Relative to the filled shell there is one hole. The six spin-orbit energies sum to $2\zeta-4\zeta/2=0$, so removing an electron from a level $\varepsilon$ leaves the total $-\varepsilon$. The ground state has its hole in the doublet, at $-\zeta$. The excited quartet has its hole in $j_{\rm eff}=3/2$, at $+\zeta/2$. The excitation energy is again $3\zeta/2$, with the order of multiplets reversed. In one-electron terms, the quartet is full and the doublet half full.

Coulomb repulsion within t2g does not alter this spacing. Spin-rotation symmetry makes its matrix for one hole independent of spin. Twofold rotations about the cubic axes give the three orbitals different sign patterns, which forbids off-diagonal elements. The threefold rotation makes the diagonal elements equal. The interaction is therefore a constant.

For the Kanamori interaction the constant can be counted. Let $U$ be the repulsion within an orbital, $J_H$ the Hund exchange and $U'=U-2J_H$ the repulsion between opposite spins in different orbitals. Parallel spins in different orbitals cost $U'-J_H$. With two full orbitals and one singly occupied, the full orbitals contribute $2U$. The full-full pair contributes $4U'-2J_H$, and the two full-single pairs together contribute the same. Spin exchange needs two singly occupied orbitals and pair hopping needs an empty one, so neither acts. The total is

$$2U+8U'-4J_H=10U-20J_H .$$

This argument covers t2g$^5$ with eg frozen. With two to four electrons in t2g, Coulomb multiplets and spin-orbit coupling must be treated together. Hopping between ions is also absent here, so $3\zeta/2$ is a local splitting and not a band gap.

## 9. Worked example

The parameters are round model values, not those of a particular compound: $\zeta=0.40$ eV, $\Delta=3.0$ eV, $\delta=0.10$ eV, $U=2.0$ eV and $J_H=0.30$ eV.

**Within t2g.** The quartet lies at $-0.40/2=-0.20$ eV and the doublet at $0.40$ eV. The gap is $1.5\times0.40=0.60$ eV, or $0.0220$ hartree.

**With eg included.** Here $\Delta+\zeta/2=3.2$ eV and $R=\sqrt{3.2^2+6\times0.40^2}=3.3466$ eV. The lower quartet is at

$$E_-=\tfrac12(2.8-3.3466)=-0.273\ {\rm eV},$$

and the doublet remains at $0.400$ eV. The gap is $0.673$ eV, or $0.0247$ hartree, which is 12 percent above the ideal value. The leading correction alone gives $0.60+1.5\times0.40^2/3.0=0.680$ eV. The eg weight in the lower quartet is only $\tfrac12(1-3.2/3.3466)$, about 2.2 percent. A small admixture thus accompanies a noticeable change of the gap, since the weight is of order $(\zeta/\Delta)^2$ while the relative change of the gap is of order $\zeta/\Delta$.

**With the tetragonal term, eg left out.** Now $T=\sqrt{(-0.10)^2+2\times0.40^2}=0.574$ eV. The doublets lie at $-0.200$, $-0.137$ and $0.437$ eV. The $xy$ weight of the upper one is $\tfrac12(1-0.10/0.574)=0.41$, compared with $0.33$ in the cubic field. A distortion of one quarter of $\zeta$ already makes the orbital weights visibly unequal.

**Five electrons in cubic t2g.** The Coulomb constant is $10\times2.0-20\times0.30=14.0$ eV. Diagonalization of the interacting problem gives a doublet ground state and four states $0.60$ eV above it, in agreement with the hole argument.

The numerical check builds $\mathbf L$ by differentiating the orbitals and integrating over the sphere, then compares diagonalized Hamiltonians with the formulas above.

## Computed results

```
<yz|Lz|zx> in d shell: +1.0 i (hbar)
<x|lz|y> in p shell: -1.0 i (hbar)
L.S eigenvalues in t2g (hbar^2): [-0.5 -0.5 -0.5 -0.5  1.   1. ]
input zeta = 0.40 eV
input Delta = 3.00 eV
input tetragonal delta = 0.10 eV
input U = 2.00 eV, J_H = 0.30 eV
ideal j_eff=3/2 level = -0.2000 eV
ideal j_eff=1/2 level = 0.4000 eV
ideal gap = 0.6000 eV = 0.022050 hartree
doublet weights yz, zx, xy: [0.3333 0.3333 0.3333]
doublet, first partner: <Lz> = -0.6667 hbar
doublet, first partner: <Sz> = -0.1667 hbar
doublet, first partner: <Lz+2Sz> = -1.0000 hbar
orbital to spin moment ratio = 2.0000
ten-state lower quartet = -0.2733 eV
ten-state doublet = 0.4000 eV
ten-state upper quartet = 3.0733 eV
ten-state gap = 0.6733 eV = 0.024744 hartree
gap with leading 1/Delta correction = 0.6800 eV
gap excess over ideal = 12.22 percent
eg weight in lower quartet = 2.19 percent
large-Delta coefficient of zeta^2/Delta = 1.4990 (at Delta = 300 eV)
tetragonal t2g doublets (eV): [-0.2    -0.1372  0.4372]
xy weight in upper tetragonal doublet = 0.4130
five-electron Coulomb constant = 14.0000 eV
five-electron excitations (eV): [0.  0.  0.6 0.6 0.6 0.6]
```
